# Exact Speed of a Travelling Wall in an Overdamped Quartic Ferroelectric: a numerical check

```python
"""Speed of a flat 180-degree wall in an overdamped quartic ferroelectric.

Equation of motion: gamma P_t = g P_xx + a P - b P^3 + E.
P: polarization, E: uniform field, a and b: quartic free-energy coefficients,
g: gradient coefficient, gamma: damping coefficient.
P1 < P2 < P3 are the homogeneous equilibria; P3 lies left of the wall, P1 right.
Result under test: speed = sqrt(g b / 2) (P1 + P3 - 2 P2) / gamma.
Reduced units: P in sqrt(a/b), x in sqrt(g/a), t in gamma/a, E in a sqrt(a/b).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def real_roots(coefficients):
    roots = np.roots(coefficients)
    return np.sort(roots[np.abs(roots.imag) < 1e-9 * np.max(np.abs(roots))].real)


def wall_speed(field, a=1.0, b=1.0, g=1.0, gamma=1.0):
    low, middle, high = real_roots([b, 0.0, -a, -field])
    return np.sqrt(g * b / 2) * (low + high - 2 * middle) / gamma


def quartic_force(p):
    return p - p * p * p


def simulate(field, spacing=0.1, dt=0.004, duration=40.0, inertia=0.0,
             force=quartic_force, polynomial=(1.0, 0.0, -1.0)):
    """Integrate the reduced equation; return mean late speed and final profile.

    polynomial holds the coefficients of minus the force, without the field.
    """
    roots = real_roots(list(polynomial) + [-field])
    left, right = roots[-1], roots[0]
    x = np.arange(-40.0, 120.0, spacing)
    p = left + (right - left) * np.clip((x + 2) / 6, 0, 1) ** 2
    flux = np.zeros(len(x) + 1)
    rate = np.zeros(len(x))
    steps = int(round(duration / dt))
    half = steps // 2

    def position():
        return spacing * np.sum((p - right) / (left - right))

    for step in range(steps):
        if step == half:
            early = position()
        flux[1:-1] = (p[1:] - p[:-1]) / spacing
        total = (flux[1:] - flux[:-1]) / spacing + force(p) + field
        if inertia > 0:
            rate += dt * (total - rate) / inertia
        else:
            rate = total
        p = p + dt * rate
    return (position() - early) / ((steps - half) * dt), p


# Symbolic check: the moving tanh profile solves the full equation.
x, t, P1, P2, P3 = sp.symbols("x t P1 P2 P3", real=True)
bs, gs, gam = sp.symbols("b g gamma", positive=True)
k = sp.sqrt(bs / (2 * gs))
v = sp.sqrt(gs * bs / 2) * (P1 + P3 - 2 * P2) / gam
profile = (P1 + P3) / 2 - (P3 - P1) / 2 * sp.tanh(k * (P3 - P1) * (x - v * t) / 2)
residual = (gam * sp.diff(profile, t) - gs * sp.diff(profile, x, 2)
            + bs * (profile - P1) * (profile - P2) * (profile - P3))
assert sp.simplify(sp.expand(residual)) == 0

# Time integration from a lopsided wall, and the energy balance on its profile.
print("Reduced units: field, simulated speed, formula speed")
for field in (-0.15, 0.0, 0.1, 0.2, 0.3):
    speed, shape = simulate(field)
    formula = wall_speed(field)
    print(f"  {field:6.2f} {speed + 0.0:9.5f} {formula + 0.0:9.5f}")
    assert abs(speed - formula) < 2e-3 * abs(formula) + 1e-5
    low, _, high = real_roots([1, 0, -1, -field])
    energy = [-p**2 / 2 + p**4 / 4 - field * p for p in (low, high)]
    slope_integral = np.sum(np.diff(shape) ** 2) / 0.1
    assert abs(speed * slope_integral - (energy[0] - energy[1])) < 3e-3
    if field == 0.0:
        reduced_wall_energy = slope_integral
assert abs(reduced_wall_energy - 2 * np.sqrt(2) / 3) < 2e-3


# Shooting: w = (dP/dx)^2 / 2 as a function of P must vanish at both ends.
def landing(speed, field):
    low, _, high = real_roots([1, 0, -1, -field])
    slope = (speed + np.sqrt(speed**2 + 4 * (3 * low**2 - 1))) / 2
    start = 1e-4
    run = solve_ivp(lambda p, w: [speed * np.sqrt(2 * max(w[0], 0.0))
                                  - (p - p**3 + field)],
                    (low + start, high), [(slope * start) ** 2 / 2],
                    rtol=1e-9, atol=1e-13)
    return run.y[0, -1]


ends = np.array([landing(s, 0.2) for s in np.linspace(-0.6, 1.0, 17)])
assert np.all(np.diff(ends) > 0) and ends[0] < 0 < ends[-1]
shot = brentq(landing, -0.5, 1.0, args=(0.2,), xtol=1e-10)
assert abs(shot - wall_speed(0.2)) < 1e-4
print(f"Speed by shooting at reduced field 0.20: {shot:.5f}")
weak = brentq(landing, -0.5, 1.0, args=(0.02,), xtol=1e-10)
assert abs(weak / 0.02 - 3 / np.sqrt(2)) < 0.02
print(f"Reduced mobility: shooting {weak / 0.02:.4f}, limit {3 / np.sqrt(2):.4f}")

# Limit of existence, explicit middle root, and limiting speed.
e_c = 2 / (3 * np.sqrt(3))
assert len(real_roots([1, 0, -1, -0.99 * e_c])) == 3
assert len(real_roots([1, 0, -1, -1.01 * e_c])) == 1
for ratio in (-0.7, 0.2, 0.9):
    explicit = -2 / np.sqrt(3) * np.sin(np.arcsin(ratio) / 3)
    assert abs(explicit - real_roots([1, 0, -1, -ratio * e_c])[1]) < 1e-10
assert abs(wall_speed(e_c * (1 - 1e-8)) - np.sqrt(1.5)) < 1e-3

# Inertia m P_tt replaces g by g - m v^2; tested with a large reduced inertia.
heavy, _ = simulate(0.2, inertia=1.0)
free = wall_speed(0.2)
assert abs(heavy - free / np.sqrt(1 + free**2)) < 3e-3


def pinning_field(spacing):
    """Largest static field on a chain as the wall is dragged over one cell."""
    n, centre = 61, 30
    sites = (np.arange(n) - centre) * spacing
    coupling = np.diag(-2.0 * np.ones(n)) + np.eye(n, k=1) + np.eye(n, k=-1)
    coupling[0, 0] = coupling[-1, -1] = -1.0
    coupling /= spacing**2
    p, field, largest = -np.tanh(sites / np.sqrt(2)), 0.0, 0.0
    for shift in np.linspace(0, spacing, 41):
        p[centre] = np.tanh(shift / np.sqrt(2))
        for _ in range(30):
            miss = coupling @ p + p - p**3 + field
            if np.max(np.abs(miss)) < 1e-13:
                break
            jacobian = coupling + np.diag(1 - 3 * p**2)
            jacobian[:, centre] = 1.0
            change = np.linalg.solve(jacobian, -miss)
            field += change[centre]
            change[centre] = 0.0
            p = p + change
        assert np.max(np.abs(miss)) < 1e-11
        largest = max(largest, abs(field))
    return largest


# On a coarse chain the wall must stand below this field and move above it.
coarse_pin = pinning_field(2.0)
stuck, _ = simulate(0.8 * coarse_pin, spacing=2.0, dt=0.02, duration=300)
moving, _ = simulate(1.5 * coarse_pin, spacing=2.0, dt=0.02, duration=300)
assert abs(stuck) < 2e-4 and moving > 1e-3

# Worked example: rough values for a strained c-axis barium titanate film.
P_s, chi, tau, g, E = 0.30, 100.0, 1e-12, 1e-10, 2e7
cell, temperature = 0.4e-9, 300.0
eps0, kB = const.epsilon_0, const.k
a = 1 / (2 * eps0 * chi)
b = a / P_s**2
gamma = 2 * a * tau
MVcm = 1e8
h = 1e-4
assert abs((quartic_force(1 + h) - quartic_force(1 - h)) / (2 * h) + 2) < 1e-6
response = (real_roots([b, 0, -a, -1e4])[2] - real_roots([b, 0, -a, 1e4])[2]) / 2e4
assert abs(response / (eps0 * chi) - 1) < 1e-3
low, middle, high = real_roots([b, 0, -a, -E])
speed = wall_speed(E, a, b, g, gamma)
length, unit_speed = np.sqrt(g / a), np.sqrt(g * a) / gamma
e = E / (a * P_s)
simulated = simulate(e)[0] * unit_speed
assert abs(simulated / speed - 1) < 2e-3
E_c = 2 * a**1.5 / (3 * np.sqrt(3 * b))
mobility = 3 * np.sqrt(g * b / 2) / (a * gamma)
half_width = 2 / (np.sqrt(b / (2 * g)) * (high - low))
print(f"Inputs: P_s {P_s * 100:.0f} uC/cm2, susceptibility {chi:.0f}, "
      f"relaxation time {tau * 1e12:.1f} ps")
print(f"Inputs: g {g:.1e} V m3/C, field {E / MVcm:.2f} MV/cm, "
      f"cell {cell * 1e9:.1f} nm, {temperature:.0f} K")
print(f"a = {a:.4e} V m/C")
print(f"b = {b:.4e} V m5/C3")
print(f"gamma = {gamma:.4e} V m s/C")
print(f"Limiting (intrinsic coercive) field: {E_c / MVcm:.4f} MV/cm")
print(f"Field / limiting field: {E / E_c:.4f}")
print(f"P1, P2, P3: {low * 100:.3f}, {middle * 100:.3f}, {high * 100:.3f} uC/cm2")
print(f"Wall half-width (tanh length): {half_width * 1e9:.4f} nm")
print(f"Wall speed, formula: {speed:.2f} m/s")
print(f"Wall speed, simulation: {simulated:.2f} m/s")
print(f"Low-field mobility: {mobility * MVcm:.1f} (m/s)/(MV/cm)")
print(f"Linear-law speed at this field: {mobility * E:.2f} m/s")
print(f"Speed limit at limiting field: {np.sqrt(1.5 * a * g) / gamma:.1f} m/s")

# Sizes of neglected effects, for the same numbers.
pin = pinning_field(cell / length) * a * P_s
chain, _ = simulate(e, spacing=cell / length, dt=0.004, duration=160)
print(f"Lattice pinning field: {pin / MVcm:.2e} MV/cm")
print(f"Speed on discrete chain: {chain * unit_speed:.2f} m/s")
ion_mass, ion_charge = 16 * const.atomic_mass, 7 * const.e
inertia = ion_mass * cell**3 / ion_charge**2
loss = 1 - 1 / np.sqrt(1 + inertia * speed**2 / g)
print(f"Inertia coefficient (16 u, charge 7 e): {inertia:.2e} V m s2/C")
print(f"Fractional speed loss by inertia: {loss:.1e}")
# Same P_s and susceptibility, but stabilized by the sixth-order term alone.
sextic, _ = simulate(e, force=lambda p: 0.5 * p * (1 - p * p * p * p),
                     polynomial=(0.5, 0.0, 0.0, 0.0, -0.5))
print(f"Speed with sixth-order stabilization only: {sextic * unit_speed:.2f} m/s")
film, gap = 100e-9, 0.02e-9
E_gap, E_film = np.linalg.solve([[gap, film], [eps0, -eps0]], [0.0, P_s])
print(f"Film thickness {film * 1e9:.0f} nm, total screening length {gap * 1e9:.2f} nm")
print(f"Depolarizing field of poled film: {abs(E_film) / MVcm:.4f} MV/cm")
print(f"Speed with drive reduced by it: "
      f"{wall_speed(E - abs(E_film), a, b, g, gamma):.2f} m/s")
lost = 1e7
print(f"Speed if {lost / MVcm:.2f} MV/cm is lost to disorder: "
      f"{wall_speed(E - lost, a, b, g, gamma):.2f} m/s")
released = (-a * low**2 / 2 + b * low**4 / 4 - E * low) - (
    -a * high**2 / 2 + b * high**4 / 4 - E * high)
heat_capacity = 15 * kB / cell**3
print(f"Energy released per volume swept: {released / 1e6:.3f} MJ/m3")
print(f"Classical heat capacity, 5 atoms per cell: {heat_capacity / 1e6:.2f} MJ/(m3 K)")
print(f"Heating per wall passage: {released / heat_capacity:.2f} K")
wall_energy = 2 * np.sqrt(2) / 3 * np.sqrt(g) * a**1.5 / b
patch = wall_energy * (2 * g / a) / (kB * temperature)
print(f"Zero-field wall energy: {wall_energy * 1e3:.2f} mJ/m2")
print(f"Energy of a patch one half-width square / kT: {patch:.2f}")
breakdown = 1e8
print(f"Field / rough breakdown field of {breakdown / MVcm:.0f} MV/cm: "
      f"{E / breakdown:.2f}")
print("done: every assertion held")
```

Printed output:

```
Reduced units: field, simulated speed, formula speed
   -0.15  -0.32570  -0.32589
    0.00   0.00000   0.00000
    0.10   0.21420   0.21432
    0.20   0.44338   0.44367
    0.30   0.71835   0.71899
Speed by shooting at reduced field 0.20: 0.44367
Reduced mobility: shooting 2.1222, limit 2.1213
Inputs: P_s 30 uC/cm2, susceptibility 100, relaxation time 1.0 ps
Inputs: g 1.0e-10 V m3/C, field 0.20 MV/cm, cell 0.4 nm, 300 K
a = 5.6470e+08 V m/C
b = 6.2745e+09 V m5/C3
gamma = 1.1294e-03 V m s/C
Limiting (intrinsic coercive) field: 0.6521 MV/cm
Field / limiting field: 0.3067
P1, P2, P3: -28.042, -3.593, 31.635 uC/cm2
Wall half-width (tanh length): 0.5983 nm
Wall speed, formula: 53.46 m/s
Wall speed, simulation: 53.43 m/s
Low-field mobility: 263.5 (m/s)/(MV/cm)
Linear-law speed at this field: 52.69 m/s
Speed limit at limiting field: 257.7 m/s
Lattice pinning field: 2.97e-03 MV/cm
Speed on discrete chain: 50.71 m/s
Inertia coefficient (16 u, charge 7 e): 1.35e-18 V m s2/C
Fractional speed loss by inertia: 1.9e-05
Speed with sixth-order stabilization only: 63.41 m/s
Film thickness 100 nm, total screening length 0.02 nm
Depolarizing field of poled film: 0.0678 MV/cm
Speed with drive reduced by it: 35.06 m/s
Speed if 0.10 MV/cm is lost to disorder: 26.44 m/s
Energy released per volume swept: 11.979 MJ/m3
Classical heat capacity, 5 atoms per cell: 3.24 MJ/(m3 K)
Heating per wall passage: 3.70 K
Zero-field wall energy: 20.16 mJ/m2
Energy of a patch one half-width square / kT: 1.72
Field / rough breakdown field of 1 MV/cm: 0.20
done: every assertion held
```
